# Displacement cross section for fast electrons from the McKinley-Feshbach law

## The decision at stake

A calculation of defects in electron-irradiated silicon needs a source term: the number of atoms displaced per unit volume for a given fluence. One must decide whether a closed formula supplies it or whether a relativistic scattering calculation has to be integrated numerically for each beam energy. The answer depends on the nuclear charge and on how far the beam energy lies above threshold. For silicon at 1 MeV the formula below differs by about 2% from the numerical integral for the same bare nucleus; for gold at 2 MeV it fails badly.

## Model and conventions

An electron of kinetic energy $E$, mass $m$, speed $\beta c$ and $\gamma=1+E/mc^2$ meets a point nucleus of charge $Ze$ and mass $M$, at rest and without its electron cloud. The nucleus is heavy: $m$ and $E/c^2$ are much smaller than $M$. An atom is displaced if its recoil energy $T$ is at least $E_d$, a sharp threshold independent of direction. Atoms struck later by the recoiling atom are not counted.

Write $a=Z\alpha$, with $\alpha$ the fine-structure constant, and $s=\sin(\theta/2)$, with $\theta$ the scattering angle. The classical electron radius is $r_e=\alpha\hbar/(mc)$. The McKinley-Feshbach law is

$$\frac{d\sigma}{d\Omega}=\left(\frac{Zr_e}{2\beta^2\gamma}\right)^2\frac{R}{s^4},\qquad R=1-\beta^2s^2+\pi a\beta\,s(1-s).$$

It keeps the first correction in $a$. Since the result inherits this restriction, the law is derived first.

## Where the law comes from

In this part $\hbar=c=1$. The electron has total energy $\varepsilon=\gamma m$ and momenta $\mathbf p$ before and $\mathbf p'$ after, with $|\mathbf p|=|\mathbf p'|=p=\varepsilon\beta$ and $q=|\mathbf p'-\mathbf p|=2ps$. The attraction has the Fourier transform $-g/k^2$, $g=4\pi a$. A weak screening, $k^2\to k^2+\lambda^2$, is understood, with $\lambda\to0$ at the end.

The golden rule has final-state density $p\varepsilon\,d\Omega/(2\pi)^3$ and incident flux $p/\varepsilon$, so $d\sigma/d\Omega=(\varepsilon/2\pi)^2\,\overline{|t|^2}$. The bar averages over initial spins and sums over final ones.

**First order.** Here $t_1=-(g/q^2)\,u'^\dagger u$, with $u^\dagger u=1$. The Dirac Hamiltonian is $H_{\mathbf k}=\boldsymbol\alpha\cdot\mathbf k+Dm$, with $D$ the mass matrix. The spin sums are projectors $\tfrac12(1+H_{\mathbf p}/\varepsilon)$, and the traces give

$$\overline{|u'^\dagger u|^2}=\tfrac12\left(1+\frac{\mathbf p\cdot\mathbf p'+m^2}{\varepsilon^2}\right)=\tfrac12(2-\beta^2+\beta^2\cos\theta)=1-\beta^2s^2,$$

$$\overline{(u'^\dagger u)^*(u'^\dagger Du)}=\frac m\varepsilon .$$

The prefactor is $(\varepsilon g/2\pi q^2)^2=(a/2\varepsilon\beta^2s^2)^2$. Because $a/\varepsilon=Zr_e/\gamma$, this is the stated one. The factor $1-\beta^2s^2$ expresses the suppression of backscattering by spin.

**Second order.** Use $1/(\varepsilon-H_{\mathbf k}+i0)=(\varepsilon+H_{\mathbf k})/(p^2-k^2+i0)$ and define $D_1=(\mathbf k-\mathbf p)^2$, $D_2=(\mathbf k-\mathbf p')^2$, $\mathbf P=\mathbf p+\mathbf p'$. Then

$$t_2=\frac{g^2}{8\pi^3}\,u'^\dagger\left[(\varepsilon+Dm)I+j\,\boldsymbol\alpha\cdot\mathbf P\right]u,$$

$$I=\int\frac{d^3k}{(p^2-k^2+i0)D_1D_2},\qquad j\mathbf P=\int\frac{\mathbf k\,d^3k}{(p^2-k^2+i0)D_1D_2}.$$

The second integral lies along $\mathbf P$ because $\mathbf p$ and $\mathbf p'$ enter symmetrically. The first-order amplitude and the traces are real, so interference needs only the real parts of $I$ and $j$, that is, principal values.

The real part of $I$ vanishes. Substitute $\mathbf k=p^2\mathbf k'/k'^2$. Then $d^3k=(p/k')^6d^3k'$, $D_i=p^2D_i'/k'^2$ and $p^2-k^2=-p^2(p^2-k'^2)/k'^2$. All powers of $p$ and $k'$ cancel and a minus sign remains, so the principal value equals its own negative. Screening alters this by an amount that vanishes with $\lambda$.

For $j$, the Dirac equation gives $u'^\dagger\boldsymbol\alpha\cdot\mathbf P\,u=2u'^\dagger(\varepsilon-Dm)u$. With the two spin averages,

$$2j\left[\varepsilon(1-\beta^2s^2)-\frac{m^2}{\varepsilon}\right]=2j\varepsilon\beta^2(1-s^2)=\frac{K}{2\varepsilon},$$

where $m^2/\varepsilon^2=1-\beta^2$, $K=jP^2$, $P^2=4p^2(1-s^2)$ and $p=\varepsilon\beta$ were used. In the integral for $K$ write

$$\mathbf k\cdot\mathbf P=(k^2-p^2)+2p^2-\tfrac12(D_1+D_2).$$

The second piece gives $2p^2I$, with no real part. The first gives

$$-\int\frac{d^3k}{D_1D_2}=-\frac{\pi}{2}\int d^3r\,\frac{e^{i\mathbf q\cdot\mathbf r}}{r^2}=-\frac{2\pi^2}{q}\int_0^\infty\frac{\sin qr}{r}dr=-\frac{\pi^3}{2ps}.$$

The last piece gives $-L$, with

$$L=\int\frac{d^3k}{(p^2-k^2+i0)D_1}=-\frac{2\pi^2}{p}\int_0^\infty e^{ipr}\frac{\sin pr}{r}dr.$$

This follows from the Fourier transforms $1/k^2\leftrightarrow1/(4\pi r)$ and $1/(p^2-k^2+i0)\leftrightarrow-e^{ipr}/(4\pi r)$. Its real part contains $\tfrac12\int\sin(2pr)\,dr/r=\pi/4$, so $\mathrm{Re}\,L=-\pi^3/(2p)$. Hence

$$\mathrm{Re}\,K=-\frac{\pi^3}{2ps}+\frac{\pi^3}{2p}=-\frac{\pi^3(1-s)}{2ps}.$$

Twice the interference, divided by $g^2/q^4$, is

$$2\left(-\frac g{q^2}\right)\frac{g^2}{8\pi^3}\frac{\mathrm{Re}\,K}{2\varepsilon}\,\frac{q^4}{g^2}
=-\frac{q^2g\,\mathrm{Re}\,K}{8\pi^3\varepsilon}=\pi a\beta\,s(1-s).$$

This completes $R$. The correction is positive because the force attracts; for a positron it changes sign.

## From angle to recoil energy

Ordinary units return here. The heavy nucleus takes up momentum $q=2ps$ and energy

$$T=\frac{q^2}{2M}=T_ms^2,\qquad T_m=\frac{2p^2}{M}=\frac{2E(E+2mc^2)}{Mc^2},$$

since $p^2c^2=(E+mc^2)^2-(mc^2)^2$. Backscattering, $s=1$, gives the largest recoil.

From $s^2=(1-\cos\theta)/2$ follows $d(s^2)=\tfrac12\sin\theta\,d\theta$. Integrating over azimuth,

$$d\Omega=2\pi\sin\theta\,d\theta=4\pi\,d(s^2)=\frac{4\pi}{T_m}dT.$$

With $s^{-4}=T_m^2/T^2$ the recoil spectrum is

$$\frac{d\sigma}{dT}=A\,\frac{T_m}{T^2}\left[1-\beta^2\frac T{T_m}+\pi a\beta\left(\sqrt{\frac T{T_m}}-\frac T{T_m}\right)\right],\qquad A=\frac{\pi(Zr_e)^2}{\beta^4\gamma^2}.$$

The factor 4 from the solid angle has cancelled the 4 in the squared prefactor.

## The integral

Let $\tau=T_m/E_d\ge1$ and $y=T_m/T$. Then $dy=-T_m\,dT/T^2$. The limits $T=E_d$ and $T=T_m$ become $y=\tau$ and $y=1$; the minus sign restores increasing order:

$$\sigma=A\int_1^\tau\left[1-\frac{\beta^2}{y}+\pi a\beta\left(y^{-1/2}-\frac1y\right)\right]dy.$$

The three integrals needed are

$$\int_1^\tau dy=\tau-1,\qquad\int_1^\tau\frac{dy}{y}=\ln\tau,\qquad\int_1^\tau y^{-1/2}dy=2(\sqrt\tau-1).$$

Therefore

$$\boxed{\sigma=\frac{\pi(Zr_e)^2}{\beta^4\gamma^2}\left\{\tau-1-\beta^2\ln\tau+\pi Z\alpha\beta\left[2(\sqrt\tau-1)-\ln\tau\right]\right\}}$$

for $\tau\ge1$, and $\sigma=0$ for $\tau<1$. The term $\tau-1$ is Rutherford scattering, whose $1/T^2$ spectrum favours recoils near $E_d$. The first logarithm is the spin suppression of hard recoils. The last bracket comes from second-order scattering; it is non-negative because $y^{-1/2}\ge1/y$ for $y\ge1$.

## Threshold

Setting $T_m=E_d$ gives $E^2+2Emc^2=Mc^2E_d/2$. Adding $(mc^2)^2$ completes the square:

$$E_{th}=\sqrt{(mc^2)^2+\tfrac12Mc^2E_d}-mc^2.$$

Just above it put $\tau=1+\delta$. With $\ln\tau=\delta-\delta^2/2+\dots$ and $2(\sqrt\tau-1)=\delta-\delta^2/4+\dots$, the braces become

$$(1-\beta^2)\delta+\left(\frac{\beta^2}{2}+\frac{\pi a\beta}{4}\right)\delta^2+\dots$$

Since $1-\beta^2=1/\gamma^2$, the onset is $\sigma\simeq\pi(Zr_e)^2\delta/(\beta\gamma)^4$. The correction in $a$ is absent at first order in $\delta$, because threshold recoils need backscattering, where $s(1-s)=0$.

## High energy

Because $p=mc\beta\gamma$, one has $\tau=2m^2c^2\beta^2\gamma^2/(ME_d)$, and so

$$A\tau=\frac{\sigma_\infty}{\beta^2},\qquad\sigma_\infty=2\pi(Zr_e)^2\,\frac mM\,\frac{mc^2}{E_d}.$$

Dividing the braces by $\tau$,

$$\frac{\sigma}{\sigma_\infty}=\frac1{\beta^2}\left[1-\frac1\tau-(\beta^2+\pi a\beta)\frac{\ln\tau}\tau+2\pi a\beta\,\frac{\sqrt\tau-1}\tau\right].$$

As $\beta\to1$ the cross section tends to the constant $\sigma_\infty$. The factor $1/\beta^2=1+1/(\beta\gamma)^2$ differs from 1 by order $1/\tau$, so the slowest correction is $+2\pi a/\sqrt\tau$, and the plateau is approached from above. At sufficiently high energy the finite nuclear size and the relativistic motion of the nucleus, both left out of the model, alter the hardest recoils. These carry little weight in $\sigma$, because the spectrum falls roughly as $1/T^2$.

## Silicon in a 1 MeV beam

Take $Z=14$, a mass of 28.085 u and a rough threshold $E_d=21$ eV. The mass is the isotope-averaged atomic one; the bare nucleus would raise $T_m$ by 0.03%. The rest energies are $mc^2=0.5110$ MeV and $Mc^2=26.161$ GeV, and $r_e=2.818$ fm. At $E=1$ MeV, $\beta=0.9411$ and $\gamma=2.957$. Then

$$T_m=\frac{2(1.000)(1.000+1.022)}{26161}\ \text{MeV}=154.58\ \text{eV},\qquad\tau=\frac{154.58}{21}=7.361.$$

With $\ln\tau=1.996$, $\sqrt\tau=2.713$ and $\pi a\beta=0.3020$, the terms in braces are

- Rutherford: $7.361-1=6.361$;
- spin: $-(0.9411)^2(1.996)=-1.768$;
- second order: $0.3020\,[2(1.713)-1.996]=0.432$.

Their sum is 5.025. The prefactor is $A=7.130$ barn, so

$$\sigma=7.130\times5.025=35.8\ \text{barn}=3.58\times10^{-23}\ \text{cm}^2.$$

For a rough atomic density of $5.0\times10^{22}$ cm$^{-3}$, each electron makes 1.79 primary displacements per cm of path. A fluence of $10^{16}$ cm$^{-2}$, or 1602 µC/cm², makes $1.79\times10^{16}$ cm$^{-3}$ if the electrons travel straight; deflections in a wafer raise this, as estimated below. The threshold beam energy for this $E_d$ is 221 keV; $E_d=13$ eV would give 146 keV and 36 eV would give 345 keV, so a crystal, whose threshold depends on direction, has no sharp onset at 221 keV.

## How good is the expansion in $Z\alpha$?

For the same point nucleus and recoil limits, the Dirac equation in a Coulomb field can be solved wave by wave. The Mott values below use its analytic phase shifts for about 200 partial waves. The Legendre series for the amplitudes converge poorly; multiplying them by $(1-\cos\theta)^3$, recombining coefficients and dividing the factor out cures this. The integral over $y$ uses 40 Gauss points.

| $E$ (MeV) | Closed form (barn) | Mott (barn) |
|---|---:|---:|
| 0.3 | 12.35 | 12.62 |
| 0.5 | 24.73 | 25.28 |
| 1.0 | 35.83 | 36.43 |
| 2.0 | 42.73 | 43.18 |
| 5.0 | 46.41 | 46.61 |

At 1 MeV the closed form is 1.7% below the Mott value. The plateau is 46.5 barn; root finding places the formula's crossing of it at 5.2 MeV.

For gold, with a rough $E_d=35$ eV and a 2 MeV beam, the formula gives 33.2 barn and the Mott integral 79.8 barn, a shortfall of 58% relative to Mott. Here $Z\alpha$ is about 0.58, too large for one correction term. The shortfall shrinks as $\tau$ grows and forward angles take over, to 32% at 5 MeV and 11% at 10 MeV, so in this range the Mott integral should be used for such a nucleus. Germanium, with a rough $E_d=21$ eV, lies between: 12% at 1 MeV and 1.4% at 10 MeV.

## What the other assumptions cost

The threshold matters most among the effects sized here for silicon at 1 MeV. Replacing 21 eV by 15 eV raises $\sigma$ to 56.1 barn; 25 eV lowers it to 27.9 barn, and 36 eV, near direction-averaged values from atomistic simulation, to 15.8 barn. Since a crystal's threshold depends on direction, a single $E_d$ is an effective parameter.

**Secondary displacements.** The Norgett-Robinson-Torrens rule counts one displacement for $E_d\le T<2.5E_d$ and $0.4T/E_d$ above. Averaged numerically over the recoil spectrum, with all recoil energy assigned to atomic collisions, it gives 1.10 displacements per primary. Electronic losses of the recoil would lower this count.

**Energy loss.** With $t=E/mc^2$, electron density $n_e=Zn$ for atomic density $n$, and a rough mean excitation energy $I_0=173$ eV, the Bethe stopping power is

$$S=\frac{2\pi r_e^2mc^2n_e}{\beta^2}\left[2\ln\frac E{I_0}+\ln\left(1+\frac t2\right)+F\right],$$

$$F=(1-\beta^2)\left[1+\frac{t^2}8-(2t+1)\ln2\right].$$

Holding $S$ at its entrance value along a straight path through a 300 µm wafer gives a loss of about 0.11 MeV; the density correction and radiative loss are omitted. At the exit $\sigma$ is 34.3 barn, 4.3% below its entrance value. Deflections act the other way and are larger. Following electrons through the wafer with screened elastic scattering gives a path per unit depth that grows from about 1.1 near the entrance to about 1.3 near the exit. In a free-standing wafer the displacements per incident electron therefore rise with depth, level off over the last third, and average roughly 20% above the straight-path value.

**Thermal motion.** An atom already moving along the momentum transfer with momentum $P$ ends with $(\sqrt T+w)^2$ in that direction, where $w=P/\sqrt{2M}$. The threshold becomes $(\sqrt{E_d}-w)^2$. Classically $w$ is Gaussian with variance $k_B\Theta/2$ at temperature $\Theta$. Averaging $\sigma$ numerically at 300 K raises it by 0.3% at 1 MeV. At 230 keV it rises from 2.00 to 2.32 barn, so a sharp threshold is a poor guide there. The value of $E_d$ matters far more at this energy, since 13 eV gives 36.8 barn, and the natural isotope mix alone moves 2.00 to 2.04 barn. These figures depend on the criterion: counting the transferred energy, or the full final kinetic energy, gives 0.2% or 0.45% at 1 MeV and 2.30 or 2.37 barn at 230 keV. Zero-point motion is omitted; a Debye model with a temperature near 645 K moves 2.32 to about 2.40 barn.

**Smaller effects at 1 MeV.**

- Screening, with length $a_s=0.885a_0Z^{-1/3}$ and $a_0$ the Bohr radius, changes the spectrum at $T=E_d$ by a few hundredths of a percent at most. For an exponentially screened potential the first-order term lowers it by about $2(\hbar/qa_s)^2=0.02\%$, while the second-order term, linear in $1/a_s$, raises it by nearly the same amount, so even the sign depends on the atomic model.
- A uniform nucleus of radius $1.2A_m^{1/3}$ fm, with $A_m$ its mass in u, has mean square radius $\langle r^2\rangle$ equal to 3/5 of the radius squared. It lowers the spectrum at $T_m$ by about $q^2\langle r^2\rangle/(3\hbar^2)=0.06\%$.
- Energy given to the nucleus reduces the electron's rebound momentum. Solving the conservation laws numerically lowers $T_m$ by 0.01%.

## Beside a real irradiation

Electron beams of MeV energy are used to shorten carrier lifetime in silicon power devices. The beam energy and wafer thickness chosen here are in that regime; the fluence, an absorbed dose of about 2.5 MGy on straight paths and up to about 3 MGy with deflections, is above what lifetime control commonly uses, and the displacement density scales linearly with it. The assumption that matters most when the result is compared with measured defects is that every displaced atom counts. Many vacancies and interstitials recombine, and the survivors form complexes with each other and with impurities. Stable defect densities are therefore lower than the primary density, by a factor that is not computed here and that depends on temperature, doping and oxygen content. An annealing calculation should therefore multiply this source by a separately established survival fraction, covering only the recombination that the calculation does not itself follow.
